# The singles term in second-order perturbation theory for high-spin ROHF, part 2

The problem is the second-order energy of a high-spin restricted open-shell Hartree–Fock (ROHF) determinant $\Phi$, including its singles part $E_S$. Atomic units (energies in Eh), real orbitals and a spin-free $H$ are used; the nuclear repulsion $V_{nn}$ is added at the end. In spin orbitals, $i,j,k,l$ are occupied, $a,b,c$ empty, $p,q,r,s$ either. With one-electron integrals $h_{pq}$, $\langle pq\|rs\rangle=(pr|qs)-(ps|qr)$, $D_{qp}=\langle a^\dagger_pa_q\rangle$, $\Phi_i^a=a^\dagger_aa_i\Phi$, $\Phi_{ij}^{ab}=a^\dagger_aa^\dagger_ba_ja_i\Phi$ and the rotation $\phi_i\to\phi_i+\kappa\phi_a$,

$$E[D] = \sum_{pq}h_{pq}D_{qp} + \frac12\sum_{pqrs}\langle pq\|rs\rangle D_{rp}D_{sq}. \tag{1}$$

$$\delta E = \sum_{pr}F_{pr}\,\delta D_{rp},\qquad F_{pr} = h_{pr} + \sum_j\langle pj\|rj\rangle . \tag{2}$$

$$\frac{dE}{d\kappa}\Big|_0 = 2F_{ai},\qquad \langle\Phi_i^a|H|\Phi\rangle = F_{ai}. \tag{3}$$

$$\langle\Phi_{ij}^{ab}|H|\Phi\rangle = \langle ab\|ij\rangle . \tag{4}$$

In spatial orbitals, with $F^c=\tfrac12(F^\alpha+F^\beta)$,

$$F^\beta - F^\alpha = K,\qquad K_{pq} = \sum_{t\ \mathrm{open}}(pt|tq). \tag{5}$$

For $H(\lambda)=H_0+\lambda V$, $V=H-H_0$, $H_0\Phi=E_0\Phi$, $Q=1-|\Phi\rangle\langle\Phi|$ and $R=Q(E_0-H_0)^{-1}Q$, the orders $E_n$, $\Psi_n$ in $\lambda$ obey

$$E_0 + E_1 = \langle\Phi|H|\Phi\rangle,\qquad \Psi_1 = RH\Phi,\qquad E_2 = \langle\Phi|HRH|\Phi\rangle . \tag{6}$$

For one closed, one open and one virtual orbital $i,t,a$, with $t$ odd and $i,a$ even under a reflection, and $K=(at|ti)$,

$$F^\alpha_{ai} = -\tfrac12K,\qquad F^\beta_{ai} = +\tfrac12K . \tag{7}$$

$$E_2 = -\frac{K^2}{4}\Big(\frac1{\Delta_\alpha} + \frac1{\Delta_\beta}\Big) - \frac{K^2}{\Delta_W} - \frac{(ai|ai)^2}{\Delta_\alpha + \Delta_\beta}. \tag{8}$$

Here $\Delta_\sigma=F^\sigma_{aa}-F^\sigma_{ii}$ and $\Delta_W=F^\alpha_{aa}-F^\alpha_{tt}+F^\beta_{tt}-F^\beta_{ii}$.

The commutator rule is $[a^\dagger_pa_q,a^\dagger_ra_s]=\delta_{qr}a^\dagger_pa_s-\delta_{ps}a^\dagger_ra_q$. The spin check uses $S_+H\Phi=0$, with $S_+=\sum_pa^\dagger_{p\alpha}a_{p\beta}$ and $S_-=S_+^\dagger$. With $X^\sigma=a^\dagger_{a\sigma}a_{i\sigma}$, $W_t=a^\dagger_{a\alpha}a_{t\alpha}a^\dagger_{t\beta}a_{i\beta}$ and $Y=a^\dagger_{a\alpha}a_{i\beta}$, $S_+$ takes $X^\alpha\Phi$, $X^\beta\Phi$, $W_t\Phi$ to $-Y\Phi$, $+Y\Phi$, $-Y\Phi$.

The numerical example is triplet s-trans-butadiene in 6-31G (C=C 1.34 Å, C–C 1.46 Å, C–H 1.09 Å, angles 120°), with 14 closed, 2 open and 32 virtual orbitals.

## Entry 4. The same three orbitals without symmetry

Now let all three orbitals have the same symmetry, as in a $1s^22s$ atom described with three $s$ functions. Two further restricted rotations exist. The rotation $i\to t$ mixes two occupied α orbitals, which leaves $D^\alpha$ unchanged, and excites β, so its gradient is $2F^\beta_{ti}$. The rotation $t\to a$ mixes two empty β orbitals and excites α, so its gradient is $2F^\alpha_{at}$. Convergence means $F^\beta_{it} = 0$ and $F^\alpha_{ta} = 0$, while (7) holds as before. By (5) the other spin then carries the full exchange element:

$$F^\alpha_{it} = -K_{it} = -(it|tt),\qquad F^\beta_{ta} = +K_{ta} = (tt|ta).$$

These elements sit inside the α-occupied block and inside the β-virtual block. They do not couple $\Phi$ to anything, but they couple excited determinants to each other, for example $t\alpha\to a\alpha$ to $i\alpha\to a\alpha$. No common rotation of the spatial orbitals can remove them, because mixing $i$ with $t$ for both spins would change $D^\beta$ and with it the reference. A rotation of the α spin orbitals alone can. Set $\phi_1 = \cos\theta\,\phi_i + \sin\theta\,\phi_t$ and $\phi_2 = -\sin\theta\,\phi_i + \cos\theta\,\phi_t$. The product of creators is unchanged, $a^\dagger_1a^\dagger_2 = (\cos^2\theta + \sin^2\theta)\,a^\dagger_ia^\dagger_t$, so $\Phi$ is the same state. With $k = K_{it}$ the off-diagonal element is

$$F^\alpha_{12} = \tfrac12\sin2\theta\,(F^\alpha_{tt} - F^\alpha_{ii}) - k\cos2\theta,$$

which vanishes for $\tan2\theta = 2k/(F^\alpha_{tt} - F^\alpha_{ii})$. Call the resulting diagonal elements $\varepsilon_1$ and $\varepsilon_2$. The couplings to $a$ become $f_{1a} = \cos\theta\,F^\alpha_{ia} + \sin\theta\,F^\alpha_{ta} = -\tfrac12K\cos\theta$ and $f_{2a} = +\tfrac12K\sin\theta$, with $K = (it|ta)$. The orbital that descends from the open shell has acquired a singles coupling although $F^\alpha_{ta} = 0$. With $H_0$ diagonal in the rotated orbitals,

$$E_S^\alpha = -\frac{K^2}{4}\Big[\frac{\cos^2\theta}{F^\alpha_{aa} - \varepsilon_1} + \frac{\sin^2\theta}{F^\alpha_{aa} - \varepsilon_2}\Big].$$

The bracket is the spectral form of the $ii$ element of the inverse of the matrix $F^\alpha_{aa}\mathbf 1 - F^\alpha_{oo}$, whose entries are $\Delta_i = F^\alpha_{aa} - F^\alpha_{ii}$ and $\Delta_t = F^\alpha_{aa} - F^\alpha_{tt}$ on the diagonal and $+k$ off it. Inverting the two-by-two matrix directly gives

$$E_S^\alpha = -\frac{K^2}{4}\,\frac{\Delta_t}{\Delta_i\Delta_t - k^2} = -\frac{K^2}{4}\,\frac{1}{\Delta_i - k^2/\Delta_t}. \tag{9}$$

For $k\to0$ this returns the term $-K^2/4\Delta_\alpha$ of (8). The correction is of relative order $k^2/\Delta_i\Delta_t$, and it enlarges the magnitude as long as both occupied eigenvalues lie below $F^\alpha_{aa}$, that is, for positive $\Delta_i$ and $\Delta_t$ with $k^2 < \Delta_i\Delta_t$. For nonzero $K$ and $k$, and coming from this range, expression (9) diverges as $\Delta_i\Delta_t\to k^2$, which is where the upper occupied eigenvalue reaches $F^\alpha_{aa}$ and $\Phi$ becomes degenerate under $H_0$. The β side is the mirror image, with $t$ and $a$ mixed in the virtual block. The orbitals so obtained, different for α and β yet spanning the same determinant, are the semicanonical orbitals.

## Entry 5. The general ROHF reference

Let $d$, $s$ and $v$ denote the closed, open and virtual spaces, of any dimension. The α-occupied space is $d+s$ and the α-virtual space is $v$; the β-occupied space is $d$ and the β-virtual space is $s+v$. A restricted rotation mixes two spatial orbitals in the same way for both spins. Rotations inside $d$, $s$ or $v$ leave both densities unchanged. For the three remaining kinds the argument of the last two entries applies pair by pair, and stationarity gives

$$F^\beta_{ds} = 0,\qquad F^\alpha_{sv} = 0,\qquad F^\alpha_{dv} + F^\beta_{dv} = 0 . \tag{10}$$

Combining the third condition with the $dv$ block of (5),

$$F^\alpha_{dv} = -\tfrac12K_{dv},\qquad F^\beta_{dv} = +\tfrac12K_{dv}. \tag{11}$$

The occupied-virtual block for α consists of $F^\alpha_{dv}$ and the zero block $F^\alpha_{sv}$; that for β consists of the zero block $F^\beta_{ds}$ and $F^\beta_{dv}$. The two occupied-virtual blocks therefore have the same Frobenius norm, $\tfrac12\|K_{dv}\|$, although they have different shapes. Brillouin's theorem holds for the spin-adapted singles that correspond to restricted rotations and fails for the individual determinants $X^\alpha\Phi$ and $X^\beta\Phi$ of type $d\to v$.

The spin check of Entry 3 carries over. The determinant $Y\Phi$ can be reached by $S_+$ only from the determinants contained in $S_-Y\Phi$, where an α electron is flipped in a singly occupied orbital: $a$, $i$ or one of the $t$. These are $X^\beta\Phi$, $X^\alpha\Phi$ and the $W_t\Phi$, and $S_+H\Phi = 0$ reads $-F^\alpha_{ai} + F^\beta_{ai} - \sum_t(at|ti) = 0$, which is (5) again.

The numerical check tests (3), (10) and (11) on the ROHF triplet of butadiene described in Entry 10. The $ds$ block of $F^\beta$ and the $sv$ block of $F^\alpha$ are below $10^{-5}$ Eh, and the $dv$ blocks agree with $\mp\tfrac12K$, built separately from the open-shell integrals, to the same tolerance. For a rotation by an angle $\kappa$ along the normalized direction $F^\alpha_{vd}/\|F^\alpha_{vd}\|$, equation (3) predicts a slope $2\|F^\alpha_{ov}\|$ when only α is rotated, the negative of it when only β is rotated, and zero when both are. With $\|F^\alpha_{ov}\| = \|F^\beta_{ov}\| = 0.050557$ Eh the prediction is $2\times0.050557 = 0.101114$ Eh, and finite differences of the determinant energy give $+0.101115$, $-0.101115$ and $0.000000$ Eh.

## Entry 6. The partition

In Møller–Plesset theory for an RHF or UHF reference, $H_0$ is the Fock operator $\hat F = \sum_\sigma\sum_{pq}F^\sigma_{pq}a^\dagger_{p\sigma}a_{q\sigma}$. Acting on $\Phi$, a term $a^\dagger_pa_q$ needs $q$ occupied, and $p$ must be either $q$ itself or empty, so in spin-orbital notation

$$\hat F\Phi = \sum_iF_{ii}\,\Phi + \sum_{ia}F_{ai}\,\Phi_i^a .$$

By (11) the second sum does not vanish for ROHF, and $\Phi$ is not an eigenfunction of $\hat F$. The residual $Q\hat F\Phi$ has norm $(\|F^\alpha_{ov}\|^2 + \|F^\beta_{ov}\|^2)^{1/2}$. The expansion of Entry 2 needs $H_0\Phi = E_0\Phi$, so the occupied-virtual blocks must leave $H_0$. RMP2 removes these blocks and nothing else:

$$H_0 = \sum_{kl}F_{kl}\,a^\dagger_ka_l + \sum_{bc}F_{bc}\,a^\dagger_ba_c,\qquad V = H - H_0, \tag{12}$$

with spin-orbital indices and $F$ block-diagonal in spin. With $P^\sigma$ the projector on the occupied space of spin $\sigma$, the one-electron operator behind (12) is $P^\sigma F^\sigma P^\sigma + (1 - P^\sigma)F^\sigma(1 - P^\sigma)$, which refers to subspaces and to no particular orbitals in them. $H_0$ moves electrons within the occupied space or within the virtual space, so it conserves the excitation rank, the number of electrons outside the occupied space. The operator $\sum_{ia}F_{ai}(a^\dagger_aa_i + a^\dagger_ia_a)$ is part of $V$ and counts as first order in $\lambda$.

The second sum in (12) annihilates $\Phi$ and the first gives $E_0 = \sum_iF_{ii} = \sum_ih_{ii} + \sum_{ij}\langle ij\|ij\rangle$ by (2). Equation (1) gives $\langle\Phi|H|\Phi\rangle = \sum_ih_{ii} + \tfrac12\sum_{ij}\langle ij\|ij\rangle$. By (6) the difference is $E_1$:

$$E_0 = \sum_iF_{ii},\qquad E_1 = -\frac12\sum_{ij}\langle ij\|ij\rangle,\qquad E_0 + E_1 + V_{nn} = E_{\rm ROHF}. \tag{13}$$

## Entry 7. First-order equations and semicanonical orbitals

By (3) and (4), $QH\Phi = \sum_{ia}F_{ai}\Phi_i^a + \tfrac14\sum_{ijab}\langle ab\|ij\rangle\Phi_{ij}^{ab}$, where the ¼ undoes the fourfold counting of each distinct double in the unrestricted sum. Since $H_0$ conserves rank, the first-order equation separates into a singles problem and a doubles problem, $\Psi_1$ has no higher rank, and $E_2 = \langle\Phi|H|\Psi_1\rangle$ is a sum of two terms with no cross term.

For the singles write $\Psi_1^S = \sum_{ia}t_{ai}\,a^\dagger_aa_i\Phi$. The commutator rule gives $[H_0,a^\dagger_aa_i] = \sum_bF_{ba}\,a^\dagger_ba_i - \sum_lF_{il}\,a^\dagger_aa_l$, and $(H_0 - E_0)a^\dagger_aa_i\Phi = [H_0,a^\dagger_aa_i]\Phi$. Collecting the coefficient of each $\Phi_i^a$ in $(H_0 - E_0)\Psi_1^S = -\sum F_{ai}\Phi_i^a$ yields, for each spin, a linear matrix equation valid in any orbitals,

$$F^\sigma_{vv}\,t^\sigma - t^\sigma F^\sigma_{oo} = -F^\sigma_{vo},\qquad E_S = \sum_\sigma\sum_{ia}F^\sigma_{ai}\,t^\sigma_{ai}, \tag{14}$$

where $o$ and $v$ in these subscripts mean the occupied and virtual spaces of spin $\sigma$. The doubles obey an equation of the same kind with one Fock contraction on each of the four indices.

Both are solved by diagonalizing the four real symmetric blocks with orthogonal matrices,

$$U_o^{\sigma T}F^\sigma_{oo}U_o^\sigma = \mathrm{diag}(\varepsilon_i^\sigma),\qquad U_v^{\sigma T}F^\sigma_{vv}U_v^\sigma = \mathrm{diag}(\varepsilon_a^\sigma),\qquad f^\sigma = U_o^{\sigma T}F^\sigma_{ov}U_v^\sigma . \tag{15}$$

A rotation $U_o$ among occupied spin orbitals multiplies the determinant by $\det U_o = \pm1$, and a rotation among virtual ones does not touch it, so $\Phi$, the densities, the operators $F^\sigma$ and $H_0$ are all unchanged. Only the representation is new: $H_0 = \sum_p\varepsilon_pn_p$. The matrix $U_o^\alpha$ mixes $d$ with $s$ through $F^\alpha_{ds} = -K_{ds}$, and $U_v^\beta$ mixes $s$ with $v$ through $F^\beta_{sv} = +K_{sv}$, both from (5) and (10). Even inside $d$ and inside $v$ the α and β rotations differ, because the blocks differ by $K_{dd}$ and $K_{vv}$. The orbitals are called semicanonical because $F^\sigma$ is diagonal in them apart from the block $f^\sigma$, whose norm the orthogonal transformation preserves.

Every determinant is now an eigenfunction of $H_0$, with $\Delta = \varepsilon_a - \varepsilon_i$ for a single and $\Delta = \varepsilon_a + \varepsilon_b - \varepsilon_i - \varepsilon_j$ for a double. Equations (3) and (4) hold in any orbitals that span the occupied and virtual spaces, so the amplitudes are $t_i^a = f_{ia}/(\varepsilon_i - \varepsilon_a)$ and $t_{ij}^{ab} = \langle ab\|ij\rangle/D_{ij}^{ab}$ with $D_{ij}^{ab} = \varepsilon_i + \varepsilon_j - \varepsilon_a - \varepsilon_b$, and

$$E_2 = \sum_\sigma\sum_{ia}\frac{(f^\sigma_{ia})^2}{\varepsilon^\sigma_i - \varepsilon^\sigma_a} + \frac14\sum_{ijab}\frac{\langle ab\|ij\rangle^2}{D_{ij}^{ab}}. \tag{16}$$

This is the RMP2 correlation energy, also known as ROHF-MBPT(2). If for each spin every occupied $\varepsilon$ lies below every virtual $\varepsilon$, then $\Phi$ is the nondegenerate ground state of $H_0$ at fixed $N_\alpha$ and $N_\beta$, and every term in (16) is negative or zero.

The doubles sum is integrated over spin with $\langle ab\|ij\rangle = (ai|bj) - (aj|bi)$. When all four spin orbitals have spin $\sigma$ both integrals survive. When $i$ and $j$ have opposite spins, $a$ and $b$ must too, and only the integral that pairs equal spins survives. There are two assignments of spin to $(i,j)$ and two to $(a,b)$, the four cases give the same square after relabelling, and the factor ¼ cancels. All other spin cases vanish. Hence

$$E_D = \sum_\sigma\frac14\sum_{ijab\in\sigma}\frac{[(ia|jb) - (ib|ja)]^2}{D_{ij}^{ab}} + \sum_{ia\in\alpha}\sum_{jb\in\beta}\frac{(ia|jb)^2}{D_{ij}^{ab}}, \tag{17}$$

with each index running over the semicanonical orbitals of its own spin. This has the form of the UMP2 energy evaluated with those orbitals, and the program confirms agreement with the UMP2 routine of PySCF, given the semicanonical orbitals, to $10^{-8}$ Eh.

A test that uses neither Slater–Condon rules nor semicanonical orbitals is available in a small space. The program takes seven ROHF orbitals of the butadiene triplet (two closed, two open, three virtual, the other closed orbitals frozen into an effective one-electron operator), with four α and two β electrons and 735 determinants. It builds $H$, $H_0$ of (12) and $S^2$ as matrices in the unrotated ROHF orbitals, checks the spectrum of $H$ against an independent construction, and obtains $E_1$ and $E_2$ from finite differences in $\lambda$ of the exact lowest eigenvalue of $H_0 + \lambda V$. The sum $E_0 + E_1$ reproduces the ROHF energy. Formula (16) in this window gives $-0.00079555$ Eh from singles and $-0.01510169$ Eh from doubles, together $-0.01589724$ Eh, and the eigenvalue gives $-0.01589724$ Eh, asserted to $10^{-8}$ Eh. The doubles alone would miss it by the singles term, 5.0 % of the window $E_2$. Solving the first-order equation as a linear system and sorting by rank reproduces the two parts separately and gives no amplitude of rank above two. The residual of the full Fock operator on $\Phi$ in the window is $0.030534$ Eh, equal to the norm of the $f$ blocks, while that of $H_0$ is zero.

## Entry 8. Limits and invariance

With no open shell, $K = 0$, equation (11) gives $f = 0$, the α and β orbitals and energies coincide, and (17) is the closed-shell MP2 energy. The program runs the same routine on the RHF singlet and finds a singles term below $10^{-9}$ Eh and doubles equal to the MP2 energy of PySCF to $10^{-7}$ Eh.

With no closed shell, as for one electron or a fully spin-polarized system, the block $K_{dv}$ does not exist and the only occupied-virtual block is $F^\alpha_{sv} = 0$. The singles vanish, consistent with ROHF and UHF being the same variational problem there. For one electron the doubles vanish too, and $E_2 = 0$, as it must since Hartree–Fock is exact within the basis.

For a UHF reference each spin is rotated independently, (3) gives $F^\sigma_{ov} = 0$ for both, $H_0$ of (12) is the full Fock operator, and (16) is UMP2. In the RHF and UHF cases $\Psi_1$ has no singles, so neither $E_2$ nor $E_3 = \langle\Psi_1|V - E_1|\Psi_1\rangle$ involves them; they enter through $\Psi_2$ and affect the energy from fourth order on. For ROHF with the partition (12) they are present in $\Psi_1$ and contribute at second order. The order at which they appear belongs to this reference with this partition.

For two fragments far apart, each described by its own high-spin ROHF determinant with the open spins parallel, the orbitals can be chosen local to one fragment. Fock elements between the fragments vanish, and so do the integrals with a charge distribution spanning both. Integrals $(ia|jb)$ with the pair $ia$ on one fragment and $jb$ on the other decay with distance. Both sums in (16) then split into one for each fragment. The argument does not cover couplings to lower total spin, which are not single determinants.

The ROHF conditions (10) fix the spaces $d$, $s$, $v$ and leave the orbitals inside each space free, which is why ROHF orbital energies depend on a convention. The projectors $P^\sigma$ are the same for every convention, so $H_0$, $R$ and $E_2$ are the same. The program rotates the ROHF orbitals by random orthogonal matrices inside $d$, $s$ and $v$, repeats (15) to (17), and finds the singles unchanged to $10^{-10}$ Eh and the doubles to $10^{-9}$ Eh. The shortcut of keeping only the diagonal of $F^\sigma$ in the ROHF orbitals has no such invariance: the sum $\sum(F^\sigma_{ia})^2/(F^\sigma_{ii} - F^\sigma_{aa})$ is $-0.003360$ Eh in the orbitals as delivered and $-0.001194$ Eh after the random rotation, against $-0.003369$ Eh from (16).

The first of these lies within $0.000009$ Eh of the invariant value, 0.3 % of it, and equation (14) shows why a small difference is expected. The delivered orbitals diagonalize $F^c$ inside $d$, $s$ and $v$. Write (14) as $A^\sigma t^\sigma = -g^\sigma$, with $g^\sigma$ the vector of occupied-virtual elements, so that $E_S = -\sum_\sigma g^{\sigma T}(A^\sigma)^{-1}g^\sigma$. Split $A^\sigma = A_0 + \delta^\sigma$, where $A_0$ is diagonal with differences of the $F^c_{pp}$, assumed positive, and $\delta^\sigma$ is linear in $K$. Then $(A^\sigma)^{-1} = A_0^{-1} - A_0^{-1}\delta^\sigma A_0^{-1} + \dots$. The vectors $g^\alpha = -g^\beta$ live on $dv$ pairs only, so the first-order term sees $\delta^\sigma$ only between $dv$ pairs, where $\delta^\alpha = -\delta^\beta$ because $F^\sigma = F^c\mp\tfrac12K$. The first-order terms cancel in the sum over spin, whether $\delta^\sigma$ is kept whole or cut down to its diagonal. In these orbitals the two sums differ at relative second order in $K/\Delta$, as in (9), while $E_S^\alpha$ and $E_S^\beta$ differ from each other at first order.

The RMP2 energy (16) now holds for a general converged high-spin ROHF reference, and it does not depend on the choice of orbitals inside the closed, open and virtual spaces. What remains is the spin content and meaning of the singles term, its size in triplet butadiene, and the conditions under which the result fails.

Numbers in the example were calculated in double precision.
